**Relativistic exchange correction in mercury, weighted by radial density**

The program multiplies LDA exchange by the relativistic factors $\Phi(\beta)$ for the energy and $\varphi(\beta)$ for the potential, where $\beta=k_F/c$ and $k_F=(3\pi^2n)^{1/3}$. It solves the Dirac-Kohn-Sham equations for Hg and Hg$^+$ with and without these factors. It asserts that the spin sum agrees with explicit Dirac matrices, $\Phi$ with momentum quadrature, and $\varphi$ with numerical differentiation. Further assertions compare the radial solver with analytic hydrogenic energies, the density-weighted s-level shifts with diagonalization, and the total-energy changes with an integral over the correction strength. The output shows self-consistent shifts of 533 eV for 1s and 0.040 eV for 6s, which are similar fractions of the two binding energies. Ninety percent of the direct 6s shift arises within 0.083 Å of the nucleus, where the 6s probability is 0.15 percent. The ionization energy changes by −0.050 eV, while the Dirac operator moves the 6s level by −1.55 eV relative to the Schrödinger result.

## Numerical verification

```python
"""Result under test: relativistic LDA exchange multiplies the usual exchange
potential by phi(beta), beta = k_F/c. Weighted by radial densities in mercury,
the correction moves core levels strongly and the 6s level very little in eV.
Atomic units inside; output in eV and angstrom. P, Q: large and small radial
components; D: radial density; kappa: Dirac angular quantum number;
u = r times the electronic (Hartree + exchange-correlation) potential.
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.special import erf
from pyscf.dft import libxc

C = 1 / sc.fine_structure
EV = sc.physical_constants["Hartree energy in eV"][0]
ANG = sc.physical_constants["Bohr radius"][0] * 1e10
Z = 80
NUCLEAR_RMS = 5.5e-5 / ANG          # chosen model input, 5.5e-5 angstrom

x = np.linspace(math.log(1e-8), math.log(60.0), 1200)
r = np.exp(x)
w = r * (x[1] - x[0])
V_NUC = -Z * erf(math.sqrt(1.5) / NUCLEAR_RMS * r) / r
SHELLS = {-1: ["1s", "2s", "3s", "4s", "5s", "6s"],
          1: ["2p1/2", "3p1/2", "4p1/2", "5p1/2"],
          -2: ["2p3/2", "3p3/2", "4p3/2", "5p3/2"],
          2: ["3d3/2", "4d3/2", "5d3/2"],
          -3: ["3d5/2", "4d5/2", "5d5/2"],
          3: ["4f5/2"], -4: ["4f7/2"]}


def energy_factor(b):
    return 1 - 1.5 * ((b * np.sqrt(1 + b * b) - np.arcsinh(b)) / b**2)**2


def potential_factor(b):
    return -0.5 + 1.5 * np.arcsinh(b) / (b * np.sqrt(1 + b * b))


def exchange(n, relativistic):
    """Exchange energy per electron and exchange potential."""
    kf = (3 * np.pi**2 * n)**(1 / 3)
    e, v = -3 * kf / (4 * np.pi), -kf / np.pi
    if relativistic:
        e, v = e * energy_factor(kf / C), v * potential_factor(kf / C)
    return e, v


def make_basis(kappa, ratio=1.8):
    """Orthonormal large and small functions linked by kinetic balance."""
    l = kappa if kappa > 0 else -kappa - 1
    top = 1e9 if l < 2 else 1e5
    count = int(math.log(top / 0.02) / math.log(ratio)) + 1
    zeta = 0.02 * ratio**np.arange(count)
    rr = r[:, None]
    g = rr**(l + 1) * np.exp(-zeta * rr**2)
    f = ((l + 1 + kappa) / rr - 2 * zeta * rr) * g
    scale = np.sqrt(w)[:, None] / np.sqrt(w @ g**2)
    large, r_large = np.linalg.qr(g * scale)
    small, r_small = np.linalg.qr(f * scale)
    coupling = np.linalg.solve(r_large.T, r_small.T).T
    return large, small, coupling


BASIS = {kappa: make_basis(kappa) for kappa in SHELLS}


def orbitals(kappa, v, count, dirac=True, basis=None):
    """Lowest electron levels and their normalized radial densities."""
    large, small, k = BASIS[kappa] if basis is None else basis
    n = k.shape[0]
    v_large = large.T @ (v[:, None] * large)
    if not dirac:
        e, a = np.linalg.eigh(v_large + 0.5 * k.T @ k)
        return e[:count], (large @ a[:, :count])**2 / w[:, None]
    v_small = small.T @ (v[:, None] * small) - 2 * C**2 * np.eye(n)
    e, a = np.linalg.eigh(np.block([[v_large, C * k.T], [C * k, v_small]]))
    a = a[:, n:n + count]           # skip the n negative-energy states
    dens = (large @ a[:n])**2 + (small @ a[n:])**2
    return e[n:n + count], dens / w[:, None]


def hartree(dens):
    inner = CubicSpline(x, dens * r).antiderivative()(x)
    outer = CubicSpline(x, dens).antiderivative()(x)
    return inner / r + outer[-1] - outer


def scf(n6s=2, rel_x=False, dirac=True, u=None):
    """Self-consistent atom; Anderson mixing of u."""
    if u is None:
        u = (Z - 1) * (1 - 1 / (1 + 0.6 * Z**(1 / 3) * r)**2)
    old_u, old_f = [], []
    for step in range(150):
        dens, band, levels = np.zeros_like(r), 0.0, {}
        for kappa, names in SHELLS.items():
            e, d = orbitals(kappa, V_NUC + u / r, len(names), dirac)
            for j, name in enumerate(names):
                occ = n6s if name == "6s" else 2 * abs(kappa)
                levels[name] = (e[j], d[:, j])
                dens += occ * d[:, j]
                band += occ * e[j]
        n = np.maximum(dens / (4 * np.pi * r**2), 1e-12)
        vh = hartree(dens)
        ex, vx = exchange(n, rel_x)
        ec, vc = libxc.eval_xc(",vwn", n, spin=0, deriv=1)[:2]
        ec, vc = np.ravel(ec), np.ravel(vc[0])
        res = r * (vh + vx + vc) - u
        if np.max(np.abs(res)) < 1e-7:
            energy = band + w @ (dens * (0.5 * vh + ex + ec - u / r))
            return dict(levels=levels, D=dens, n=n, u=u, E=energy, vc=vc)
        old_u, old_f = (old_u + [u])[-8:], (old_f + [res])[-8:]
        new = u + 0.4 * res
        if step > 4:
            du = np.diff(np.array(old_u), axis=0).T
            df = np.diff(np.array(old_f), axis=0).T
            gamma = np.linalg.lstsq(df, res, rcond=None)[0]
            new = new - (du + 0.4 * df) @ gamma
        u = new
    raise AssertionError("self-consistency was not reached")


# Spin sum from explicit Dirac matrices (momenta in units of c, mass 1).
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = [np.kron(np.array([[0, 1], [1, 0]]), s) for s in pauli]
beta_matrix = np.diag([1, 1, -1, -1])


def projector(p):
    e = math.sqrt(1 + p @ p)
    h = sum(p[i] * alpha[i] for i in range(3)) + beta_matrix
    return 0.5 * (np.eye(4) + h / e), e


p_vec, q_vec = np.array([0.3, -0.8, 0.5]), np.array([1.1, 0.4, -0.2])
(lp, ep), (lq, eq) = projector(p_vec), projector(q_vec)
spin_sum = np.trace(lp @ lq) - sum(np.trace(lp @ a @ lq @ a) for a in alpha)
invariant = ep * eq - p_vec @ q_vec
assert abs(spin_sum - (4 - 2 * invariant) / (ep * eq)) < 1e-12


# Angular integral and energy factor by quadrature of the exchange integral.
def pair_kernel(q, p):
    e1, e2 = math.sqrt(1 + p * p), math.sqrt(1 + q * q)
    d = (p * p - q * q) / (e1 + e2)
    log_term = math.log(((p + q)**2 - d * d) / ((p - q)**2 - d * d))
    return p * q / (e1 * e2) * (log_term - 2 * p * q)


pp, qq = 0.7, 1.3
ee = math.sqrt((1 + pp**2) * (1 + qq**2))
angular = quad(lambda t: (2 - ee + pp * qq * t) / (ee - pp * qq * t - 1),
               -1, 1)[0]
assert abs(angular * (pp * qq)**2 / ee - pair_kernel(qq, pp)) < 1e-8
phi_checks = []
for b in (0.3, 1.0, 2.0):
    integral = 2 * quad(lambda p: quad(pair_kernel, 0, p, args=(p,))[0],
                        0, b, epsabs=1e-9, epsrel=1e-8)[0]
    phi_checks.append((b, integral / b**4, energy_factor(b)))
    assert abs(phi_checks[-1][1] - phi_checks[-1][2]) < 1e-5

# The potential is the density derivative of the energy density.
for b in (0.3, 1.0, 2.0):
    n0 = (b * C)**3 / (3 * np.pi**2)
    dn = 1e-4 * n0
    slope = ((n0 + dn) * exchange(n0 + dn, True)[0]
             - (n0 - dn) * exchange(n0 - dn, True)[0]) / (2 * dn)
    exact_v = exchange(n0, True)[1]
    # Scale by the uncorrected potential: the corrected one can cross zero.
    assert abs(slope - exact_v) < 1e-6 * abs(exchange(n0, False)[1])
b = 0.1
n0 = (b * C)**3 / (3 * np.pi**2)
ratio = ((exchange(n0, True)[1] - exchange(n0, False)[1])
         / (3 * np.pi * n0 / C**2))
assert abs(ratio - (1 - 0.8 * b**2)) < b**4

# Radial Dirac solver against analytic point-nucleus energies.
e_2p = orbitals(-2, -80 / r, 1)[0][0]
exact_2p = C**2 * (math.sqrt(1 - (80 / C)**2 / 4) - 1)
assert abs(e_2p / exact_2p - 1) < 1e-6
e_1s = orbitals(-1, -30 / r, 1)[0][0]
exact_1s = C**2 * (math.sqrt(1 - (30 / C)**2) - 1)
assert abs(e_1s / exact_1s - 1) < 1e-5

# Mercury and its ion with both exchange functionals.
plain = scf()
corrected = scf(rel_x=True, u=plain["u"])
ion = scf(n6s=1, u=plain["u"])
ion_corrected = scf(n6s=1, rel_x=True, u=ion["u"])
schrodinger = scf(dirac=False)
assert abs(w @ plain["D"] - Z) < 1e-8

dv = exchange(plain["n"], True)[1] - exchange(plain["n"], False)[1]
beta = (3 * np.pi**2 * plain["n"])**(1 / 3) / C
direct, full, mean_beta = {}, {}, {}
for name, (e, d) in plain["levels"].items():
    direct[name] = w @ (d * dv) * EV
    full[name] = (corrected["levels"][name][0] - e) * EV
    mean_beta[name] = w @ (d * beta)

# Density weighting against diagonalization in a fixed potential.
v_fixed = V_NUC + plain["u"] / r
s = 0.02
slopes = (orbitals(-1, v_fixed + s * dv, 6)[0]
          - orbitals(-1, v_fixed - s * dv, 6)[0]) / (2 * s) * EV
for j, name in enumerate(SHELLS[-1]):
    assert abs(slopes[j] / direct[name] - 1) < 2e-3

# A finer radial basis must reproduce the levels.
fine = orbitals(-1, v_fixed, 6, basis=make_basis(-1, 1.6))[0]
basis_1s = abs(fine[0] - plain["levels"]["1s"][0]) * EV
basis_6s = abs(fine[5] - plain["levels"]["6s"][0]) * EV
assert basis_1s < 0.05 and basis_6s < 1e-3

# Core origin of the 6s shift and its link to the inner density.
d1, d5, d6 = (plain["levels"][name][1] for name in ("1s", "5s", "6s"))
cumulative = np.cumsum(w * d6 * dv)
i90 = np.searchsorted(cumulative, 0.9 * cumulative[-1])
inside_6s = np.sum((w * d6)[:i90 + 1])
inside_1s = np.sum((w * d1)[:i90 + 1])
assert inside_6s < 0.05
i_in = np.searchsorted(r, 1e-5)
density_65, density_61 = d6[i_in] / d5[i_in], d6[i_in] / d1[i_in]
shift_65, shift_61 = (direct["6s"] / direct[k] for k in ("5s", "1s"))
assert abs(shift_65 / density_65 - 1) < 0.2
assert full["1s"] > 50 and abs(full["6s"]) < 1e-3 * full["1s"]


# Total energies against the integral over the strength of the correction.
def exchange_change(atom):
    change = exchange(atom["n"], True)[0] - exchange(atom["n"], False)[0]
    return w @ (atom["D"] * change) * EV


x0, x1 = exchange_change(plain), exchange_change(corrected)
y0, y1 = exchange_change(ion), exchange_change(ion_corrected)
total_change = (corrected["E"] - plain["E"]) * EV
ion_change = (ion_corrected["E"] - ion["E"]) * EV
assert abs(total_change / (0.5 * (x0 + x1)) - 1) < 1e-3
ip_plain = (ion["E"] - plain["E"]) * EV
ip_corrected = (ion_corrected["E"] - corrected["E"]) * EV
ip_change = ion_change - total_change
assert abs(ip_change - 0.5 * (y0 + y1 - x0 - x1)) < 1e-3
assert abs(ip_change) < 1e-3 * total_change

e6 = plain["levels"]["6s"][0] * EV
e6_nr = schrodinger["levels"]["6s"][0] * EV
kinematic = e6 - e6_nr
assert abs(kinematic) > 10 * abs(full["6s"])

print(f"Nuclear charge: {Z}; speed of light: {C:.6f} a.u.")
print(f"Chosen nuclear rms radius: {NUCLEAR_RMS * ANG:.2e} angstrom")
print("Exchange energy factor: beta, quadrature, formula (no unit)")
for b, numeric, formula in phi_checks:
    print(f"  {b:.1f}  {numeric:.6f}  {formula:.6f}")
print("Potential factor at beta 0.3, 1, 2 (no unit):",
      *(f"{potential_factor(b):.5f}" for b in (0.3, 1.0, 2.0)))
i_peak = np.argmax(d6)
print(f"Hg beta near nucleus: {beta[i_in]:.4f} (no unit)")
print(f"Hg 6s outer peak radius: {r[i_peak] * ANG:.3f} angstrom")
print(f"Hg beta at 6s peak: {beta[i_peak]:.5f} (no unit)")
print(f"Correction near nucleus: {dv[i_in] * EV:.2f} eV")
print(f"Correction at 6s peak: {dv[i_peak] * EV:.6f} eV")
print("Level: energy/eV, mean beta, direct shift/eV, SCF shift/eV")
for name in ("1s", "2s", "2p1/2", "2p3/2", "3s", "4s", "5s",
             "4f7/2", "5d5/2", "6s"):
    print(f"  {name:5s} {plain['levels'][name][0] * EV:12.4f}"
          f" {mean_beta[name]:8.5f} {direct[name]:10.5f}"
          f" {full[name]:10.5f}")
for name in ("1s", "6s"):
    e, d = plain["levels"][name]
    contact = 3 * np.pi / C**2 * (w @ (d * plain["n"])) * EV
    print(f"{name} leading-density-law shift: {contact:.5f} eV")
    print(f"{name} SCF shift / binding: "
          f"{100 * full[name] / abs(e * EV):.4f} percent")
    print(f"{name} relaxation part: {full[name] - direct[name]:.5f} eV")
print(f"Radius giving 90% of direct 6s shift: {r[i90] * ANG:.4f} angstrom")
print(f"6s probability inside it: {100 * inside_6s:.4f} percent")
print(f"1s probability inside it: {100 * inside_1s:.4f} percent")
print(f"6s/5s inner density, direct shift ratios: "
      f"{density_65:.5f}, {shift_65:.5f}")
print(f"6s/1s inner density, direct shift ratios: "
      f"{density_61:.4e}, {shift_61:.4e}")
print(f"Total energy change, Hg: {total_change:.4f} eV")
print(f"Total energy change, Hg+: {ion_change:.4f} eV")
print(f"First-order total change, Hg: {x0:.4f} eV")
print(f"Ionization energy, usual exchange: {ip_plain:.4f} eV")
print(f"Ionization energy, corrected exchange: {ip_corrected:.4f} eV")
print(f"Ionization energy change: {ip_change:.5f} eV")
print(f"First-order ionization change: {y0 - x0:.5f} eV")
print(f"6s level, Schrodinger: {e6_nr:.4f} eV")
print(f"6s kinematic shift, Dirac - Schrodinger: {kinematic:.4f} eV")
print(f"Mean correlation potential in 6s: "
      f"{w @ (d6 * plain['vc']) * EV:.4f} eV")
print(f"Basis change, 1s and 6s: {basis_1s:.1e}, {basis_6s:.1e} eV")
print("done: every assertion held")
```

Output:

```
Nuclear charge: 80; speed of light: 137.035999 a.u.
Chosen nuclear rms radius: 5.50e-05 angstrom
Exchange energy factor: beta, quadrature, formula (no unit)
  0.3  0.943053  0.943053
  1.0  0.574122  0.574122
  2.0  0.140142  0.140142
Potential factor at beta 0.3, 1, 2 (no unit): 0.91602 0.43484 -0.01579
Hg beta near nucleus: 3.0041 (no unit)
Hg 6s outer peak radius: 1.165 angstrom
Hg beta at 6s peak: 0.00863 (no unit)
Correction near nucleus: 4325.24 eV
Correction at 6s peak: 0.000762 eV
Level: energy/eV, mean beta, direct shift/eV, SCF shift/eV
  1s     -82930.0120  0.86832  563.45631  533.42099
  2s     -14688.5710  0.35649   90.74787   78.61520
  2p1/2  -14102.2778  0.38710   83.31305   69.35831
  2p3/2  -12156.7918  0.34408   56.91762   44.80054
  3s      -3484.9809  0.17832   21.21459   16.43693
  4s       -765.4545  0.09305    5.46190    3.71003
  5s       -118.1732  0.03815    1.10408    0.61331
  4f7/2     -94.2017  0.07248    0.74865   -0.40107
  5d5/2      -9.3738  0.02140    0.15739   -0.04361
  6s         -7.1332  0.00916    0.09971    0.03978
1s leading-density-law shift: 1223.12846 eV
1s SCF shift / binding: 0.6432 percent
1s relaxation part: -30.03532 eV
6s leading-density-law shift: 0.18779 eV
6s SCF shift / binding: 0.5577 percent
6s relaxation part: -0.05993 eV
Radius giving 90% of direct 6s shift: 0.0825 angstrom
6s probability inside it: 0.1480 percent
1s probability inside it: 100.0000 percent
6s/5s inner density, direct shift ratios: 0.09073, 0.09031
6s/1s inner density, direct shift ratios: 1.6647e-04, 1.7696e-04
Total energy change, Hg: 1106.2679 eV
Total energy change, Hg+: 1106.2177 eV
First-order total change, Hg: 1110.9502 eV
Ionization energy, usual exchange: 11.0461 eV
Ionization energy, corrected exchange: 10.9958 eV
Ionization energy change: -0.05026 eV
First-order ionization change: -0.05064 eV
6s level, Schrodinger: -5.5816 eV
6s kinematic shift, Dirac - Schrodinger: -1.5516 eV
Mean correlation potential in 6s: -1.4013 eV
Basis change, 1s and 6s: 1.6e-06, 2.7e-06 eV
done: every assertion held
```
